**Neutral-atom potential and the rewritten electrostatic energy**

A local pseudopotential equal to $-Z/r$ beyond radius $l$, plus the Hartree potential of a spherical neutral density confined within $c$, vanishes beyond $\max(c,l)$. Here $Z$ is the valence charge, $R$ the distance between atoms A and B, and $\delta n$ the density minus the sum of the atomic reference densities. The program asserts that direct Coulomb quadrature, Gauss's law and the closed formula agree for atom A at sampled radii inside the cutoff, and that the directly computed potential vanishes at sampled points outside for both atoms. It also asserts the tails left by a charged and by a non-spherical density. The original and rewritten energies are asserted to agree within $10^{-4}$ eV at 0.9, 1.5 and 4.0 Å. For the pair of undisturbed atoms, the finite ranges of the pair terms are asserted at four sampled distances. The output gives $-587.562$ eV for both forms at 1.5 Å, and shows Coulomb terms of 86.398, $-172.796$ and 86.398 eV cancelling at 4.0 Å.

## Check in Python

```python
# RESULT UNDER TEST: a local pseudopotential equal to -Z/r beyond l, plus the
# Hartree potential of a spherical neutral density confined within c, is zero
# beyond max(c, l); the electrostatic energy can be rewritten with this
# neutral-atom potential V_NA and the density change delta_n.
# Symbols: Z valence charge, l local-potential radius, c density cutoff,
# R distance between atoms A and B. Energies in eV, lengths in angstrom.
# K = e^2/(4 pi eps0) in eV angstrom. A "cloud" of radius s is the unit
# density 105/(32 pi s^3) (1-(r/s)^2)^2 for r < s.
import numpy as np
from scipy import constants as sc

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
K = HARTREE * BOHR
ATOMS = {"A": dict(Z=4.0, l=0.6, c=2.0), "B": dict(Z=6.0, l=0.5, c=1.6)}


def gauss_nodes(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


X, WX = gauss_nodes(240, 0.0, 1.0)
MU, WMU = gauss_nodes(240, -1.0, 1.0)
XF, WXF = gauss_nodes(500, 0.0, 1.0)
MUF, WMUF = gauss_nodes(500, -1.0, 1.0)
Q, WQ = gauss_nodes(800, 0.0, 60.0)


def cloud_density(r, s):
    return np.where(r < s, 105 / (32 * np.pi * s**3) * (1 - (r / s)**2)**2, 0.0)


def cloud_potential(r, s):
    x = np.asarray(r, dtype=float) / s
    inside = (35 - 35 * x**2 + 21 * x**4 - 5 * x**6) / 16
    return K / s * np.where(x < 1, inside, 1 / np.maximum(x, 1.0))


def local_potential(r, atom):
    return -atom["Z"] * cloud_potential(r, atom["l"])


def neutral_potential(r, atom):
    # deliberately cut to zero beyond the larger radius
    value = local_potential(r, atom) + atom["Z"] * cloud_potential(r, atom["c"])
    return np.where(r < max(atom["c"], atom["l"]), value, 0.0)


def direct_coulomb(r, s, angular=None):
    """Potential of a unit cloud by brute-force integration of density/distance."""
    if r > s:  # integration variables centred on the nucleus
        t = s * X[:, None]
        shape = 1.0 if angular is None else angular(MU)
        integrand = t**2 * cloud_density(t, s) * shape
        integrand = integrand / np.sqrt(r**2 + t**2 - 2 * r * t * MU)
        return 2 * np.pi * K * s * (WX @ integrand @ WMU)
    # centred on the field point: the singularity is removed by the volume element
    t = (r + s) * XF[:, None]
    distance = np.sqrt(np.maximum(r**2 + t**2 + 2 * r * t * MUF, 0.0))
    return 2 * np.pi * K * (r + s) * (WXF @ (t * cloud_density(distance, s)) @ WMUF)


def cloud_average(potential, s, d):
    """Integral of a spherical potential times a unit cloud centred at distance d."""
    r = s * X[:, None]
    distance = np.sqrt(np.maximum(r**2 + d**2 + 2 * r * d * MU, 0.0))
    integrand = r**2 * cloud_density(r, s) * potential(distance)
    return 2 * np.pi * s * (WX @ integrand @ WMU)


def transform(s):
    r = s * X
    kernel = np.sinc(np.outer(Q, r) / np.pi)
    return kernel @ (4 * np.pi * r**2 * cloud_density(r, s) * s * WX)


TRANSFORMS = {s: transform(s) for s in (2.0, 1.6, 1.8, 1.7, 0.9)}


def fourier_pair(s1, s2, d):
    product = TRANSFORMS[s1] * TRANSFORMS[s2] * np.sinc(Q * d / np.pi)
    return K * 2 / np.pi * (WQ @ product)


def real_pair(s1, s2, d):
    return cloud_average(lambda r: cloud_potential(r, s1), s2, d)


def molecule(R):
    """Clouds (charge, radius, position) of the chosen molecular density."""
    return [(3.6, 1.8, 0.0), (6.0, 1.7, R), (0.4, 0.9, R / 2)]


def density_change(R):
    a, b = ATOMS["A"], ATOMS["B"]
    return molecule(R) + [(-a["Z"], a["c"], 0.0), (-b["Z"], b["c"], R)]


def original_energy(R):
    clouds = molecule(R)
    hartree = 0.5 * sum(q1 * q2 * fourier_pair(s1, s2, abs(z1 - z2))
                        for q1, s1, z1 in clouds for q2, s2, z2 in clouds)
    local = sum(q * cloud_average(lambda r: local_potential(r, ATOMS[k]), s, abs(z - p))
                for k, p in (("A", 0.0), ("B", R)) for q, s, z in clouds)
    ions = K * ATOMS["A"]["Z"] * ATOMS["B"]["Z"] / R
    return np.array([hartree, local, ions])


def neutral_pair(first, second, d):
    atom, other = ATOMS[first], ATOMS[second]
    pot = lambda r: neutral_potential(r, atom)
    return other["Z"] * (cloud_average(pot, other["c"], d)
                         - cloud_average(pot, other["l"], d))


def ion_correction(R):
    a, b = ATOMS["A"], ATOMS["B"]
    return a["Z"] * b["Z"] * (K / R - real_pair(a["l"], b["l"], R))


def rewritten_energy(R):
    change = density_change(R)
    hartree = 0.5 * sum(q1 * q2 * real_pair(s1, s2, abs(z1 - z2))
                        for q1, s1, z1 in change for q2, s2, z2 in change)
    linear = sum(q * cloud_average(lambda r: neutral_potential(r, ATOMS[k]), s, abs(z - p))
                 for k, p in (("A", 0.0), ("B", R)) for q, s, z in change)
    own = 0.5 * (neutral_pair("A", "A", 0.0) + neutral_pair("B", "B", 0.0))
    pair = 0.5 * (neutral_pair("A", "B", R) + neutral_pair("B", "A", R))
    self_local = sum(0.5 * t["Z"]**2 * real_pair(t["l"], t["l"], 0.0)
                     for t in ATOMS.values())
    return np.array([hartree, linear, own, pair, ion_correction(R), -self_local])


def show(label, value, unit, digits=4):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}")


A, B = ATOMS["A"], ATOMS["B"]
print(f"K = {K:.5f} eV angstrom; 1 hartree = {HARTREE:.5f} eV")
for name, atom in ATOMS.items():
    print(f"atom {name}: Z = {atom['Z']:.0f}, l = {atom['l']} angstrom, c = {atom['c']} angstrom")

# The local potential really belongs to the stated positive cloud.
h = 3e-4
for r in (0.1, 0.3, 0.5, 0.8):
    rv = [(r + j * h) * local_potential(r + j * h, A) for j in (-1, 0, 1)]
    laplacian = (rv[0] - 2 * rv[1] + rv[2]) / h**2 / r
    assert abs(laplacian / (4 * np.pi * K) - A["Z"] * cloud_density(r, A["l"])) < 1e-3
for s in (A["l"], A["c"]):
    assert abs(4 * np.pi * s * (WX @ ((s * X)**2 * cloud_density(s * X, s))) - 1) < 1e-12


# Gauss's law: enclosed charges from quadrature and from the slope of V_loc.
def enclosed_electrons(r, atom):
    t = np.outer(np.atleast_1d(r), X)
    return atom["Z"] * 4 * np.pi * np.atleast_1d(r) * ((t**2 * cloud_density(t, atom["c"])) @ WX)


def enclosed_local(r, atom):
    slope = (local_potential(r + h, atom) - local_potential(r - h, atom)) / (2 * h)
    return r**2 * slope / K


for r in (0.3, 0.5, 1.0, 1.5):
    direct = local_potential(r, A) + A["Z"] * direct_coulomb(r, A["c"])
    t, wt = gauss_nodes(240, r, A["c"])
    by_gauss = K * (wt @ ((enclosed_electrons(t, A) - enclosed_local(t, A)) / t**2))
    assert abs(direct - neutral_potential(r, A)) < 5e-4
    assert abs(by_gauss - direct) < 1e-3

print("atom A: r (angstrom), V_loc, V_H, V_NA (eV)")
for r in (0.0, 0.5, 1.0, 1.5, 2.0, 3.0):
    hartree_value = A["Z"] * cloud_potential(r, A["c"])
    print(f"  {r:.1f}  {local_potential(r, A):.4f}  {hartree_value:.4f}  "
          f"{float(neutral_potential(r, A)) + 0.0:.4f}")
show("atom A, electrons enclosed at 1.0 angstrom", enclosed_electrons(1.0, A)[0], "electrons")
show("atom A, local charge enclosed at 1.0 angstrom", enclosed_local(1.0, A), "e")

outside = [local_potential(r, t) + t["Z"] * direct_coulomb(r, t["c"])
           for t in ATOMS.values() for r in (2.2, 3.0, 6.0)]
assert max(map(abs, outside)) < 1e-8
print(f"largest direct |V_NA| at 2.2, 3.0, 6.0 angstrom, both atoms: {max(map(abs, outside)):.1e} eV")

# Conditions that fail: one missing electron, and a non-spherical density.
ion_tail = local_potential(3.0, A) + (A["Z"] - 1) * direct_coulomb(3.0, A["c"])
assert abs(ion_tail + K / 3.0) < 1e-8
show("A with one electron removed, potential at 3.0 angstrom", ion_tail, "eV")
axis_tail = local_potential(3.0, A) + A["Z"] * direct_coulomb(3.0, A["c"], lambda m: 3 * m**2)
mean_r2 = 4 * np.pi * A["c"] * (WX @ ((A["c"] * X)**4 * cloud_density(A["c"] * X, A["c"])))
assert abs(axis_tail - K * A["Z"] * 0.4 * mean_r2 / 3.0**3) < 1e-8
show("A with density times 3 cos^2(theta), mean r^2", mean_r2, "angstrom^2")
show("same density, potential on axis at 3.0 angstrom", axis_tail, "eV")

# Total potential of the molecule: original form against rewritten form.
R0, z0 = 1.5, 0.7
old_potential = (local_potential(z0, A) + local_potential(R0 - z0, B)
                 + sum(q * direct_coulomb(abs(z0 - z), s) for q, s, z in molecule(R0)))
new_potential = (neutral_potential(z0, A) + neutral_potential(R0 - z0, B)
                 + sum(q * cloud_potential(abs(z0 - z), s) for q, s, z in density_change(R0)))
assert abs(old_potential - new_potential) < 1e-3
show("total potential on the axis 0.7 angstrom from A, R = 1.5", new_potential, "eV", 2)

# Energy identity at overlapping, ordinary and large separations.
print("molecular clouds at R = 1.5 (electrons, radius, position in angstrom):")
for q, s, z in molecule(R0):
    print(f"  {q:.1f}  {s:.1f}  {z:.2f}")
assert abs(sum(q for q, s, z in density_change(R0))) < 1e-12
for R in (0.9, 1.5, 4.0):
    old, new = original_energy(R), rewritten_energy(R)
    assert abs(old.sum() - new.sum()) < 1e-4
    print(f"R = {R} angstrom: original {old.sum():.3f} eV, rewritten {new.sum():.3f} eV")
old, new = original_energy(R0), rewritten_energy(R0)
print("original terms at R = 1.5 angstrom")
for label, value in zip(("  Hartree energy of n", "  local potential with n", "  ion-ion"), old):
    show(label, value, "eV", 3)
print("rewritten terms at R = 1.5 angstrom")
labels = ("  Hartree energy of delta_n", "  V_NA with delta_n", "  half U_NA, same atom, summed",
          "  U_NA between A and B", "  ion correction Delta U", "  minus local self-energies")
for label, value in zip(labels, new):
    show(label, value, "eV", 3)
show("total at R = 1.5 angstrom", new.sum() / HARTREE, "hartree", 5)

# Undisturbed neutral atoms: long-range terms cancel, short-range terms survive.
print("undisturbed atoms: R (angstrom), U_NA, Delta U, sum (eV)")
for R in (0.9, 1.5, 3.0, 4.0):
    electrons = A["Z"] * B["Z"] * fourier_pair(A["c"], B["c"], R)
    attraction = (B["Z"] * cloud_average(lambda r: local_potential(r, A), B["c"], R)
                  + A["Z"] * cloud_average(lambda r: local_potential(r, B), A["c"], R))
    ions = K * A["Z"] * B["Z"] / R
    u_pair, delta = neutral_pair("A", "B", R), ion_correction(R)
    assert abs(u_pair - neutral_pair("B", "A", R)) < 1e-4
    assert abs(electrons + attraction + ions - u_pair - delta) < 1e-4
    assert (abs(delta) < 1e-8) == (R >= A["l"] + B["l"])
    assert (abs(u_pair) < 1e-8) == (R >= A["c"] + B["c"])
    print(f"  {R:.1f}  {round(u_pair, 4) + 0.0:.4f}  {round(delta, 4) + 0.0:.4f}  "
          f"{round(u_pair + delta, 4) + 0.0:.4f}")
print(f"at 4.0 angstrom: electron-electron {electrons:.3f}, "
      f"electron-ion {attraction:.3f}, ion-ion {ions:.3f} eV")
print("done: every assertion held")
```

Printed output:

```
K = 14.39965 eV angstrom; 1 hartree = 27.21139 eV
atom A: Z = 4, l = 0.6 angstrom, c = 2.0 angstrom
atom B: Z = 6, l = 0.5 angstrom, c = 1.6 angstrom
atom A: r (angstrom), V_loc, V_H, V_NA (eV)
  0.0  -209.9948  62.9984  -146.9964
  0.5  -114.8808  59.2065  -55.6743
  1.0  -57.5986  49.4707  -8.1279
  1.5  -38.3991  37.9199  -0.4791
  2.0  -28.7993  28.7993  0.0000
  3.0  -19.1995  19.1995  0.0000
atom A, electrons enclosed at 1.0 angstrom: 1.5898 electrons
atom A, local charge enclosed at 1.0 angstrom: 4.0000 e
largest direct |V_NA| at 2.2, 3.0, 6.0 angstrom, both atoms: 4.3e-14 eV
A with one electron removed, potential at 3.0 angstrom: -4.7999 eV
A with density times 3 cos^2(theta), mean r^2: 1.3333 angstrom^2
same density, potential on axis at 3.0 angstrom: 1.1377 eV
total potential on the axis 0.7 angstrom from A, R = 1.5: -32.37 eV
molecular clouds at R = 1.5 (electrons, radius, position in angstrom):
  3.6  1.8  0.00
  6.0  1.7  1.50
  0.4  0.9  0.75
R = 0.9 angstrom: original -588.299 eV, rewritten -588.299 eV
R = 1.5 angstrom: original -587.562 eV, rewritten -587.562 eV
R = 4.0 angstrom: original -556.903 eV, rewritten -556.903 eV
original terms at R = 1.5 angstrom
  Hartree energy of n: 582.965 eV
  local potential with n: -1400.922 eV
  ion-ion: 230.394 eV
rewritten terms at R = 1.5 angstrom
  Hartree energy of delta_n: 2.114 eV
  V_NA with delta_n: -4.116 eV
  half U_NA, same atom, summed: 586.559 eV
  U_NA between A and B: -12.987 eV
  ion correction Delta U: 0.000 eV
  minus local self-energies: -1159.132 eV
total at R = 1.5 angstrom: -21.59251 hartree
undisturbed atoms: R (angstrom), U_NA, Delta U, sum (eV)
  0.9  6.5168  0.0100  6.5268
  1.5  -12.9873  0.0000  -12.9873
  3.0  -0.0016  0.0000  -0.0016
  4.0  0.0000  0.0000  0.0000
at 4.0 angstrom: electron-electron 86.398, electron-ion -172.796, ion-ion 86.398 eV
done: every assertion held
```
